# The Nernst Coefficient and Four-Coefficient Analysis of a Degenerate Parabolic Band

**Q.** I have a degenerate oxide film. Its conductivity and Hall coefficient give me a density and a mobility, but the mobility $\mu=e\tau/m$ mixes the mass with the relaxation time. Why should heating one end in a magnetic field separate them?

**A.** The Seebeck coefficient responds to how conduction varies with energy, and that variation depends on both the mass and the scattering. The Nernst coefficient can supply the scattering part separately. To see whether it does, take one isotropic band with $\varepsilon=\hbar^2k^2/2m$, carriers of charge $q=\pm e$, and elastic scattering with a relaxation time $\tau(\varepsilon)$. The magnetic field $B$ points along $z$. Phonons stay in local equilibrium, so there is no phonon drag.

The electric field $\mathbf E$ includes the gradient of the chemical potential $\zeta$, as a voltmeter reading does. The steady Boltzmann equation, linear in the deviation $\delta f$ from the Fermi function $f$, is then

$$(-f')\,\mathbf v\cdot\mathbf G=\frac{\delta f}{\tau}+\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_k\delta f,\qquad \mathbf G=q\mathbf E-\frac{\varepsilon-\zeta}{T}\nabla T .$$

The thermal part of $\mathbf G$ arises because a temperature gradient changes $f$ in proportion to $\varepsilon-\zeta$.

**Q.** The magnetic term contains a derivative of the unknown. How do you solve for it?

**A.** Try $\delta f=(-f')\,\tau\,\mathbf v\cdot\mathbf A(\varepsilon)$. Gradients of the energy-dependent factors point along $\mathbf v$, and their product with $\mathbf v\times\mathbf B$ vanishes. What remains is $\nabla_k(\mathbf v\cdot\mathbf A)=\hbar\mathbf A/m$. Since $(\mathbf v\times\mathbf B)\cdot\mathbf A=\mathbf v\cdot(\mathbf B\times\mathbf A)$, the equation becomes

$$\mathbf G=\mathbf A+b\,\hat z\times\mathbf A,\qquad b=\frac{qB\tau}{m}.$$

In components, $G_x=A_x-bA_y$ and $G_y=A_y+bA_x$, so

$$A_x=\frac{G_x+bG_y}{1+b^2},\qquad A_y=\frac{G_y-bG_x}{1+b^2}.$$

The current is $q$ times the sum of $\mathbf v\,\delta f$ over states. The density of states is $g=mk/(\pi^2\hbar^2)$, and the angular average of $v_x^2$ is $v^2/3=\hbar^2k^2/3m^2$. Their product is $k^3/(3\pi^2m)$. Each energy therefore contributes a conductivity tensor with

$$\sigma_{xx}=\sigma_{yy}=\frac{s}{1+b^2},\quad \sigma_{xy}=-\sigma_{yx}=\frac{sb}{1+b^2},\quad s=\frac{q^2k^3\tau}{3\pi^2m}.$$

**Q.** That is a conductivity. Where is the thermoelectric response?

**A.** It is in the second part of $\mathbf G$. Write $\mathbf j=\sigma\mathbf E-\alpha\nabla T$, where

$$\alpha_{ij}=\frac1{qT}\int(-f')(\varepsilon-\zeta)\,\sigma_{ij}(\varepsilon)\,d\varepsilon .$$

For $k_BT\ll E_F$, expand $\sigma_{ij}$ to first order about $\zeta$. The constant term integrates to zero because $-f'$ is even about $\zeta$. The linear term uses $\int(-f')(\varepsilon-\zeta)^2d\varepsilon=\pi^2k_B^2T^2/3$. Thus

$$\alpha_{ij}=K\sigma_{ij}'(E_F),\qquad K=\frac{\pi^2k_B^2T}{3q},$$

where a prime on a transport quantity means $d/d\varepsilon$. At this order $\zeta$ may be replaced by $E_F$.

**Q.** Voltages are measured with no current flowing. What does that give?

**A.** Setting $\mathbf j=0$ gives $\mathbf E=\sigma^{-1}\alpha\nabla T$. Let $\nabla T$ point along $x$, with no temperature gradient along $y$, and abbreviate $a=\sigma_{xx}$, $c=\sigma_{xy}$. The inverse of $\sigma$ has diagonal elements $a/(a^2+c^2)$, $xy$ element $-c/(a^2+c^2)$ and $yx$ element $+c/(a^2+c^2)$. Therefore

$$\frac{E_x}{\partial_xT}=K\frac{aa'+cc'}{a^2+c^2},\qquad
\frac{E_y}{\partial_xT}=K\frac{ca'-ac'}{a^2+c^2}.$$

At low field $c$ is of order $b$, and the first ratio reduces to the Seebeck coefficient $S=Ks'/s$. In the second, divide numerator and denominator by $a^2$ and use $c/a=b$:

$$\frac{E_y}{\partial_xT}=-K\frac{(c/a)'}{1+(c/a)^2}=-\frac{Kb'}{1+b^2}.$$

The factor $s$ has dropped out. Only the energy slope of the Hall angle remains.

**Q.** Nernst signs cause confusion. Which convention do you use, and does the answer depend on the carrier sign?

**A.** I define $N=E_y/[B(-\partial_xT)]$. Then

$$N=\frac{Kb'}{B(1+b^2)}=\frac{\pi^2k_B^2T}{3m}\,\frac{\tau'}{1+b^2},$$

because the $q$ in $b$ cancels the $1/q$ in $K$. Near $E_F$ write $\tau=\tau_F(\varepsilon/E_F)^r$, so $\tau'=r\tau_F/E_F$. For $|b|=\mu B\ll1$, with $\mu=e\tau_F/m$,

$$\boxed{N=\frac{\pi^2}{3}\,\frac{k_B}{e}\,\frac{k_BT}{E_F}\,\mu\,r}$$

to leading order in $k_BT/E_F$. Its sign is that of $r$ for either sign of carrier. The proportionality to $r$ refers to fixed $\mu$, $T$ and $E_F$.

**Q.** Why should the effect vanish for $r=0$? A magnetic field still bends the carriers.

**A.** With no net current, hot carriers drift down the temperature gradient while an equal electrical current of colder carriers flows back. The field deflects these opposite streams to opposite sides. If $\tau$ is independent of energy, both have the same Hall angle and their transverse currents cancel. If $r>0$, the hot stream is deflected more.

The cancellation does not need low temperature. When $\tau$ is constant throughout the parabolic band, $\sigma_{xy}(\varepsilon)=b\,\sigma_{xx}(\varepsilon)$ with constant $b$. After thermal averaging, the $xy$ elements of both $\sigma$ and $\alpha$ are still $b$ times their $xx$ elements. The combination that gives $E_y$, namely $\sigma_{xy}\alpha_{xx}-\sigma_{xx}\alpha_{xy}$, is therefore zero.

**Q.** Now I have four measurements. Show me that they determine the unknowns without guessing $r$.

**A.** Inverting $\sigma$ gives $\rho_{xx}=1/s$ and $\rho_{yx}=b/s$. At $E_F$, $k_F^3/(3\pi^2)=n$, so $s=ne^2\tau_F/m$. The Hall coefficient $R_H=E_y/(j_xB)$ is

$$R_H=\frac{b}{sB}=\frac1{nq},\qquad n=\frac1{e|R_H|},\qquad \mu=\sigma|R_H|,$$

where $\sigma$ without indices now denotes the measured conductivity. Define $C=|K|=\pi^2k_B^2T/(3e)$. Since $s\propto k^3\tau/m$ and $b\propto\tau/m$,

$$|S|=C\frac{d\ln(k^3\tau/m)}{d\varepsilon},\qquad \frac N\mu=C\frac{d\ln(\tau/m)}{d\varepsilon}.$$

The first expression assumes the usual Seebeck sign, negative for electrons, which requires $r>-3/2$ in the parabolic band. Subtracting removes the scattering:

$$D\equiv|S|-\frac N\mu=\frac{3C}{k}\frac{dk}{d\varepsilon}=\frac{3Cm}{\hbar^2k_F^2},$$

where the last step uses $d\varepsilon/dk=\hbar^2k/m$. Hence

$$m=\frac{\hbar^2k_F^2D}{3C},\qquad \tau_F=\frac{m\mu}{e}.$$

For the parabolic band $E_F=\hbar^2k_F^2/2m$, so $D=3C/(2E_F)$. Since $N/\mu=Cr/E_F$,

$$r=\frac32\,\frac{N/\mu}{D}.$$

**Q.** Try it on a film I might have on my bench.

**A.** Take rough values in the regime of amorphous indium zinc oxide: $n=3\times10^{20}$ cm$^{-3}$, $m=0.35\,m_e$, $\mu=40$ cm$^2$/Vs and $T=300$ K, with a round $r=1$. They give $E_F=0.467$ eV, $k_BT/E_F=0.0554$ and $\tau_F=7.96$ fs. With $k_B/e=86.17$ μV/K,

$$\frac C{E_F}=\frac{\pi^2}{3}(86.17)(0.0554)\simeq15.7\ \text{μV/K}.$$

The leading formulas predict $S=-2.5\times15.7=-39.2$ μV/K and $N=15.7\times10^{-6}\times40\times10^{-4}=62.8$ nV/(K T).

To imitate a measurement, I integrate over the full thermal distribution at fixed density, without expanding. This gives $\sigma=1947$ S/cm, $R_H=-0.0210$ cm$^3$/C, $S=-38.8$ μV/K and $N=62.7$ nV/(K T). These are model data, not measurements; the numerical output lists them in full.

The analysis then gives $n=2.97\times10^{20}$ cm$^{-3}$ and $\mu=40.9$ cm$^2$/Vs. Next,

$$\frac N\mu=\frac{62.66\times10^{-9}}{40.9\times10^{-4}}=15.3\ \text{μV/K},\qquad D=38.8-15.3=23.5\ \text{μV/K}.$$

The recovered values are $m=0.347\,m_e$, $\tau_F=8.07$ fs and $r=1.5\times15.3/23.5=0.98$.

**Q.** You put in a mobility of 40 and got back 40.9. Where did the difference come from?

**A.** It comes from thermal averaging. Let $\eta=(\pi^2/3)(k_BT/E_F)^2=0.0101$. The next Sommerfeld term gives

$$\langle\varepsilon^p\rangle=\zeta^p\left[1+\tfrac12p(p-1)\eta\right].$$

Fixed density means $\langle\varepsilon^{3/2}\rangle=E_F^{3/2}$, so $\zeta=E_F(1-\eta/4)$. At low field and $r=1$, $\sigma_{xx}\propto\varepsilon^{5/2}$ and $\sigma_{xy}\propto\varepsilon^{7/2}$. The Hall mobility is proportional to the ratio of their averages:

$$\frac{\mu_H}{\mu}=\frac{\zeta}{E_F}\left[1+\left(\frac{35}{8}-\frac{15}{8}\right)\eta\right]=1+\frac94\eta=1.023 .$$

That accounts for 40.9. The inferred density involves $\langle\varepsilon^{7/2}\rangle/\langle\varepsilon^{5/2}\rangle^2$, whose correction is $(35/8-15/4)\eta+(3/2)(\eta/4)=\eta$. The Hall coefficient is thus 1% too large and the density 1% too small. These errors, relative to the input values, grow as $T^2$ while the film remains strongly degenerate. If $k_BT$ approaches $E_F$, the expansion fails and the thermal integrals must be fitted directly.

**Q.** Could I skip the Nernst measurement and assume a scattering law?

**A.** You could, but the mass would inherit the assumption. With $S$ alone,

$$m=\frac{|S|\hbar^2k_F^2}{2C(3/2+r)}.$$

For the same data, assuming $r=-1/2$, $0$ or $3/2$ gives $0.86$, $0.57$ or $0.29\,m_e$. The Nernst coefficient removes this threefold spread within the model.

**Q.** The Nernst voltage must be tiny. How accurately do I need it?

**A.** At 1 T and 1 K/mm, with contacts 5 mm apart, it is $62.7\times10^{-9}\times1\times10^3\times5\times10^{-3}$ V, or 0.31 μV. A 0.01 mm misalignment of the contacts along the gradient adds a Seebeck voltage of about 0.39 μV. That voltage is even in $B$, while the Nernst voltage is odd, so take half the difference between readings at $+B$ and $-B$.

With $|S|$, $n$ and $\mu$ fixed, a change in $N$ changes $D$ by $-\delta(N/\mu)$. Since $(N/\mu)/D=2r/3$,

$$\frac{\delta m}{m}=-\frac{2r}{3}\frac{\delta N}{N},\qquad
\frac{\delta r}{r}=\left(1+\frac{2r}{3}\right)\frac{\delta N}{N}$$

to first order. A 10% overestimate of $N$ lowers the mass by 6.5%. It raises $r$ by 17.7%, slightly more than the linear estimate because the change is finite. An error in $|S|$ is also amplified: $\delta m/m=\delta|S|/D$, so an extra 1 μV/K from phonon drag would raise the inferred mass by about 4%.

**Q.** If I find $r$ near 1, have I identified the scattering mechanism?

**A.** No. The analysis gives the local slope $r=d\ln\tau/d\ln\varepsilon$ at $E_F$. Screened charged impurities show that a single mechanism need not have a single exponent. In the Born approximation the momentum-relaxation rate is proportional to

$$k\int_{-1}^{1}\frac{(1-\cos\theta)\,d\cos\theta}{[2k^2(1-\cos\theta)+q_s^2]^2}.$$

Put $w=2k^2(1-\cos\theta)/q_s^2$, which runs from 0 to $\xi=4k^2/q_s^2$. The integral becomes

$$\frac1{4k^4}\int_0^\xi\frac{w\,dw}{(1+w)^2}=\frac{F(\xi)}{4k^4},\qquad F=\ln(1+\xi)-\frac{\xi}{1+\xi}.$$

Hence $\tau\propto\varepsilon^{3/2}/F$. With $q_s$ fixed, $\xi\propto\varepsilon$ and $dF/d\xi=\xi/(1+\xi)^2$, so

$$r=\frac32-\frac{\xi^2}{(1+\xi)^2F}.$$

For weak screening, $\xi\to\infty$, $r$ tends to $3/2$, but only logarithmically, as $3/2-1/(\ln\xi-1)$; at $\xi=100$ it is still 1.23. For strong screening, $F\simeq\xi^2/2$ and $r$ tends to $-1/2$, the value for short-range scatterers. In the example, Thomas–Fermi screening has $q_s^2=3e^2n/(2\epsilon_0\epsilon_rE_F)$. A rough $\epsilon_r=9$ gives $\xi=8.85$ and, in the Born approximation, $r=0.92$. Corrections beyond Born are not negligible for a charged donor at this density, so this value should be read only as "near 1".

A mixture can give the same number. If rates add, $1/\tau=\sum_i1/\tau_i$, differentiation gives $r=\sum_i(\tau/\tau_i)r_i$. One slope cannot determine the separate contributions.

**Q.** Indium-based oxides are not perfectly parabolic. Does the mass survive that?

**A.** Within an isotropic band it does, if "mass" means the transport mass $m_t=\hbar^2k/(d\varepsilon/dk)$. The Boltzmann solution still holds with $m$ replaced by $m_t(\varepsilon)$, and the subtraction still leaves $3Cm_t/(\hbar^2k_F^2)$. The exponent changes, because $N/\mu$ now contains the slope of $\tau/m_t$:

$$r_{\rm app}=E_p\frac{d\ln(\tau/m_t)}{d\varepsilon},\qquad E_p=\frac{\hbar^2k_F^2}{2m_t}.$$

For $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m_0$, where the number $\alpha$ measures the nonparabolicity and is unrelated to the thermoelectric tensor above, differentiation gives $m_t=m_0(1+2\alpha\varepsilon)$. With $u=\alpha E_F$ and $\tau\propto\varepsilon^r$,

$$r_{\rm app}=\frac{1+u}{1+2u}\left(r-\frac{2u}{1+2u}\right).$$

Take $m_0=0.25\,m_e$ and a rough $\alpha=0.3$ eV$^{-1}$, keeping $n$, $\mu$ and $r=1$ fixed. Then $E_F=0.560$ eV, $u=0.168$ and $m_t=0.334\,m_e$. The analysis of 300 K model data returns $0.333\,m_e$, but the apparent exponent is 0.64. The formula gives 0.65 in the cold limit. A low apparent exponent may therefore reflect the band shape.

**Q.** You assumed no transverse temperature gradient. Is that harmless?

**A.** On a thick substrate it can be; in a free film it is not. At leading order the electronic thermal conductivity tensor is $(\pi^2k_B^2T/3e^2)\sigma_{ij}$, so $\kappa_{yx}=-b\kappa_e$ at low field. If no heat flows along $y$, then

$$\kappa_{yx}\partial_xT+\kappa\,\partial_yT=0,\qquad \partial_yT=b\frac{\kappa_e}{\kappa}\partial_xT,$$

where $\kappa$ includes the lattice. This gradient adds the Seebeck field $S\partial_yT$. Since $S$ and $b$ have the same sign, $Sb/B=|S|\mu$ and

$$N_{\rm ad}=N-|S|\mu\frac{\kappa_e}{\kappa}.$$

The film has $\kappa_e=1.42$ W/(m K). With a rough lattice value of 1.5 W/(m K), this leading formula gives a shift of about $-77$ nV/(K T), enough to reverse the sign of the signal. The full integrals, which include thermal averaging, give a shift of about $-80$ nV/(K T) and $N_{\rm ad}=-16.9$ nV/(K T). Inserting this into the isothermal formulas would give a false negative $r$.

For a 200 nm film on 0.7 mm of glass with conductivity 1 W/(m K), assume that film and glass share the same temperature through their thickness. The glass adds $1\times(0.7\times10^{-3})/(200\times10^{-9})=3500$ W/(m K) to the effective film conductivity. The shift is then only $-0.11\%$ of $N$. The assumption fails close to the film edges, where the transverse heat has to spread into the glass. Contacts placed right at the edges see a larger shift, though still a fraction of a percent.

**Q.** How far would you trust this for a real amorphous film?

**A.** The chosen density, mass and mobility are plausible rough values for a well-conducting amorphous indium zinc oxide film; $r=1$ is a choice, not a material constant. At 1 T the field correction $(\mu B)^2$ is only $1.6\times10^{-5}$. Nonparabolicity matters more, moving the apparent exponent from 1 to about 0.65 in the case above.

Disorder is a further concern. Here $k_F\ell=11.3$, where $\ell$ is the mean free path, so a band description is reasonable but has no large margin. The level width $\hbar/\tau_F=0.083$ eV exceeds $k_BT=0.026$ eV, though it remains well below $E_F$. I have not calculated quantum-interference corrections. Nor does the model include inelastic scattering or macroscopic inhomogeneity. In a less conducting film, where $k_F\ell$ approaches 1 or carriers must cross potential barriers, the inferred $m$ and $\tau_F$ lose the meaning they have here.

## Calculated quantities

```
Input density: 3e+20 cm^-3
Input mass: 0.35 m_e
Input mobility: 40 cm2/Vs
Input exponent r: 1
Temperature: 300 K
Fermi wavevector: 2.071 nm^-1
Fermi energy: 0.4669 eV
kB T / E_F: 0.05537
Input relaxation time: 7.96 fs
Full conductivity: 1947 S/cm
Full Hall coefficient: -0.02101 cm3/C
Full Seebeck: -38.82 uV/K
Leading Seebeck: -39.24 uV/K
Full Nernst: 62.66 nV/(K T)
Leading Nernst: 62.79 nV/(K T)
Hall mobility: 40.9 cm2/Vs
N / mobility: 15.32 uV/K
Recovered density: 2.971e+20 cm^-3
Recovered mass: 0.347 m_e
Recovered Fermi energy: 0.4679 eV
Recovered relaxation time: 8.068 fs
Recovered r: 0.9781
Mass from S alone if r=-0.5: 0.8599 m_e
Mass from S alone if r=0.0: 0.5733 m_e
Mass from S alone if r=1.5: 0.2866 m_e
Mass change for N +10%: -6.521 %
r change for N +10%: 17.67 %
Magnetic field in use: 1 T
Temperature gradient: 1 K/mm
Contact separation: 5 mm
Nernst voltage: 0.3133 uV
Field correction (mu B)^2: 1.6e-05
k_F times mean free path: 11.29
Level width hbar/tau: 0.08269 eV
Nonparabolic edge mass: 0.25 m_e
Nonparabolicity alpha: 0.3 1/eV
Nonparabolic Fermi energy: 0.5597 eV
Its transport mass: 0.334 m_e
Its recovered mass, 300 K: 0.3332 m_e
Its apparent r, cold limit: 0.6545
Its apparent r, 300 K: 0.6403
Relative permittivity: 9
Screening parameter xi: 8.853
Screened-impurity r: 0.9189
Film thickness: 200 nm
Glass thickness: 0.7 mm
Glass thermal conductivity: 1 W/(m K)
Film lattice conductivity: 1.5 W/(m K)
Film electron conductivity: 1.424 W/(m K)
Free-film adiabatic Nernst: -16.86 nV/(K T)
N shift on glass: -0.1059 %
Error ratio 100 K/50 K, r=-0.5: 4.025
Error ratio 100 K/50 K, r=1: 3.945
Error ratio 100 K/50 K, r=1.5: 3.993
```
